# Oscillating Hybridization Gap and Topological Phases of Topological-Insulator Films

A thick slab of a three-dimensional topological insulator carries a massless Dirac state on each face. When the slab is thinned to a few nanometres, the two states overlap and a gap opens. The overlap of two decaying tails suggests a gap that shrinks steadily with thickness. If each tail also oscillates, however, the overlap can vanish at certain thicknesses and return with the opposite sign. We shall find when this happens and what the sign means for the film as a two-dimensional insulator.

## The film and its symmetries

Let the film occupy $0<z<L$, with hard walls at which the wave function vanishes. We use the continuum model

$$
H=(-M+B_1k_z^2+B_2k^2)\tau_z+A_1k_z\tau_y+A_2\tau_x(k_x\sigma_y-k_y\sigma_x), \tag{1}
$$

where $\tau$ acts on two orbitals of opposite parity, $\sigma$ on spin, $k^2=k_x^2+k_y^2$, and $k_z=-i\partial_z$. All five constants are positive, so the bulk bands are inverted. Terms proportional to the identity are omitted for now. We write $A=A_1$ and $B=B_1$.

At $k=0$ spin drops out, leaving $h=(-M-B\partial_z^2)\tau_z-iA\partial_z\tau_y$. It anticommutes with $\tau_x$, so we use the basis $|\pm\rangle=(1,\pm1)^T/\sqrt2$, with components $u_\pm(z)$. Since $\langle+|\tau_z|-\rangle=1$ and $\langle+|\tau_y|-\rangle=i$, the equation $h\psi=E\psi$ becomes

$$
Qu_+=Eu_-,\quad Q^\dagger u_-=Eu_+,\quad Q=-B\partial_z^2-A\partial_z-M. \tag{2}
$$

Let $R$ reflect the film, $(Rf)(z)=f(L-z)$. Inversion is $\tau_zR$, and $\tau_z$ exchanges $u_+$ and $u_-$. Even states therefore have $u_-=Ru_+$, and odd states $u_-=-Ru_+$. Writing $u=u_+$, we obtain for even states

$$
Qu=E\,Ru,\qquad\text{or}\qquad Ku=Eu,\quad K=RQ. \tag{3}
$$

Reflection reverses $\partial_z$, so $RQR=Q^\dagger$ and $K^\dagger=Q^\dagger R=RQ=K$. Thus $K$ has real eigenvalues, and the odd states have the energies $-E$. Let $m(L)$ be the energy of the even member of the pair nearest zero. The gap at $k=0$ is $2|m|$, and $m$ keeps the sign that the gap alone would lose.

## Where the gap closes

Define

$$
\alpha=\frac{A}{2B},\qquad q^2=\frac MB-\alpha^2. \tag{4}
$$

A solution $e^{-\lambda z}$ of $Qu=0$ requires $B\lambda^2-A\lambda+M=0$, hence $\lambda=\alpha\pm iq$. The decay constants are complex if $4BM>A^2$.

Put $u=e^{-\alpha z}f$. Then $u'=e^{-\alpha z}(f'-\alpha f)$ and $u''=e^{-\alpha z}(f''-2\alpha f'+\alpha^2f)$. The first-derivative terms in $Qu$ cancel because $2\alpha B=A$, while $-B\alpha^2+A\alpha=B\alpha^2$. Therefore

$$
Qu=e^{-\alpha z}\left[-Bf''+(B\alpha^2-M)f\right]. \tag{5}
$$

The function $f$ also vanishes at both walls, so the eigenvalues of $Q$ are those of a particle in a box:

$$
\varepsilon_n=B\left[(n\pi/L)^2-q^2\right],\qquad n=1,2,\ldots \tag{6}
$$

Since $R$ is invertible, $K$ has a zero eigenvalue exactly when $Q$ has one. For complex decay constants the gap at $k=0$ closes at

$$
L_n=n\pi/q \tag{7}
$$

and at no other thickness. If $A^2>4BM$, then $q^2<0$, every $\varepsilon_n$ is positive, and the gap never closes.

Equation (6) also gives a physical picture. As $A\to0$, the condition becomes $B(n\pi/L)^2=M$, at which the $n$th confined subband loses its inversion. The coupling $A$ lowers the effective inversion from $M$ to $M-A^2/4B$. If it is strong enough, no confined level crosses zero, although the bulk remains inverted.

## Size and sign of the gap

For complex decay constants, the surface mode of a half-space $z>0$ is

$$
\varphi=Ne^{-\alpha z}\sin qz. \tag{8}
$$

Its normalization follows from

$$
\int_0^\infty e^{-2\alpha z}\sin^2qz\,dz
=\frac12\left[\frac1{2\alpha}-\frac{\alpha}{2(\alpha^2+q^2)}\right]
=\frac{q^2}{4\alpha(\alpha^2+q^2)}.
$$

Because $\alpha^2+q^2=M/B$, this gives

$$
N^2=\frac{2AM}{B^2q^2}. \tag{9}
$$

In the film, scale $u$ so that $u'(0)=\varphi'(0)=Nq$, and write $u=\varphi+Ew$. Since $Q\varphi=0$, equation (3) gives $Qw=Ru$ with $w(0)=w'(0)=0$. Divided by $-B$, this is a damped oscillator driven by $-Ru/B$. With its response function $G(x)=e^{-\alpha x}\sin(qx)/q$,

$$
w(z)=-\frac1B\int_0^zG(z-t)\,u(L-t)\,dt. \tag{10}
$$

The far wall still requires $u(L)=0$. In $w(L)$ substitute $s=L-t$ and use $G(s)=\varphi(s)/(Nq)$. Then $w(L)=-\langle\varphi,u\rangle/(BNq)$, where the inner product runs over the film. The wall condition $\varphi(L)+Ew(L)=0$ becomes

$$
E\langle\varphi,u\rangle=BNq\,\varphi(L). \tag{11}
$$

This is an identity. If $\langle\varphi,u\rangle\simeq1$, it gives the energy at once.

To bound the error, write (10) as $w=Tu$, and let $\epsilon=|E|/(Bq)$. We use $|G(x)|\le e^{-\alpha x}/q$ and two integrals:

$$
\begin{aligned}
\int_0^ze^{-\alpha(z-t)}e^{-\alpha(L-t)}dt&\le\frac{e^{-\alpha(L-z)}}{2\alpha},\\
\int_0^ze^{-\alpha(z-t)}e^{-\alpha t}dt&=ze^{-\alpha z}\le Le^{-\alpha z}.
\end{aligned} \tag{12}
$$

Measure functions against the weight $W=e^{-\alpha z}+\eta e^{-\alpha(L-z)}$, with $\eta=1/\sqrt{2\alpha L}$. If $|f|\le cW$, then (12) gives $|ETf|\le\theta cW$, where $\theta=\epsilon\sqrt{L/2\alpha}$. For $\theta\le1/2$, iteration of $u=\varphi+ETu$ therefore converges to a unique solution with $|u|\le2NW$. A solution with $u'(0)=0$ would have no source term and would vanish, so the chosen scaling loses no state.

One further iteration gives $u-\varphi=ET\varphi+E^2T^2u$. The first term is at most $\epsilon Ne^{-\alpha(L-z)}/2\alpha$, and the second at most $2N\theta^2W$. Hence

$$
|\langle\varphi,u-\varphi\rangle|\le\frac{\epsilon N^2Le^{-\alpha L}}{2\alpha}
+2N^2\theta^2\left(\frac1{2\alpha}+\eta Le^{-\alpha L}\right). \tag{13}
$$

For sufficiently small $\theta$ and large $L$, the overlap in (11) exceeds one half, so any such level has $\epsilon=O(e^{-\alpha L})$. Since $\theta^2=\epsilon^2L/2\alpha$, the bound (13) is then $O(Le^{-2\alpha L})$. The part of $\varphi$ cut off by the far wall contributes another $O(e^{-2\alpha L})$ to the overlap.

A level of this kind exists: the difference between the two sides of (11) changes sign as $E$ runs from $-2BN^2qe^{-\alpha L}$ to $+2BN^2qe^{-\alpha L}$. There is just one, because two eigenfunctions of $K$ must be orthogonal and cannot both be close to $\varphi$. From (9), $BN^2q=2AM/(Bq)$, and $2Bq=\sqrt{4BM-A^2}$. Therefore

$$
m(L)=\frac{4AM}{\sqrt{4BM-A^2}}\,e^{-\alpha L}\sin(qL)
\left[1+O(Le^{-2\alpha L})\right]. \tag{14}
$$

The exponential describes the envelope. The gap itself can grow between two successive thicknesses, particularly after a closing.

For real decay constants, put $q=i\kappa$, with $0<\kappa<\alpha$. The same argument, with the slower decay rate $\alpha-\kappa$ in the bounds, gives

$$
m(L)\simeq\frac{4AM}{\sqrt{A^2-4BM}}\,e^{-\alpha L}\sinh(\kappa L), \tag{15}
$$

which decays as $e^{-(\alpha-\kappa)L}$ without changing sign. At the boundary between the cases, $\sin(qL)/q\to L$ and the leading result is $(2AM/B)Le^{-\alpha L}$. The apparent divergence of the prefactor in (14) is thus harmless at fixed $L$.

The direction of each crossing can be found without assuming a thick film. At $L=L_n$ we have $E=0$ and $u=\varphi$. Differentiating (11) there gives

$$
\frac{dm}{dL}\int_0^{L_n}\varphi^2dz=BNq\,\varphi'(L_n)
=(-1)^nBN^2q^2e^{-\alpha L_n}.
$$

Beyond $L_n$ the half-space mode repeats itself, up to sign, with amplitude reduced by $e^{-\alpha L_n}$. The integral is therefore $1-e^{-2\alpha L_n}$, and

$$
\left.\frac{dm}{dL}\right|_{L_n}=(-1)^n\frac{AM/B}{\sinh(\alpha L_n)}. \tag{16}
$$

The even level moves down through zero at $L_1$, up at $L_2$, and so on.

## From the sign to the topological phase

A phase can change only when the film's gap closes, so we must also examine $k\ne0$. Let $h_k=h+B_2k^2\tau_z$. It is independent of spin and anticommutes with $\tau_x$, so it anticommutes with the $A_2$ term. Since $(k_x\sigma_y-k_y\sigma_x)^2=k^2$,

$$
H^2=h_k^2+A_2^2k^2. \tag{17}
$$

The gap is at least $2A_2k$, and every closing is at $k=0$.

The operator $\mathcal M=\tau_z\sigma_zR$ commutes with $H$ and has eigenvalues $\pm1$. Time reversal flips $\sigma_z$ and exchanges the two sectors, so their Chern numbers are $C$ and $-C$. The $Z_2$ index of the film is $C$ modulo 2: odd $C$ is the quantum spin Hall phase, with helical states at the film's edges.

In the sector $\mathcal M=+1$, even states have spin up and odd states spin down. Describe them by $(f,Rf)/\sqrt2$ and $(g,-Rg)/\sqrt2$ in the $|\pm\rangle$ basis. The operator $\tau_x$ turns an even state $f$ into the odd state with $g=f$, so the coupling has no reduced overlap:

$$
H_+=\begin{pmatrix}K+B_2k^2R&-iA_2(k_x-ik_y)\\ iA_2(k_x+ik_y)&-(K+B_2k^2R)\end{pmatrix}. \tag{18}
$$

For $L<L_1$, all eigenvalues (6) are positive. Lowering $M$ through zero to large negative values raises them further, so the gap stays open. The end point is an ordinary insulator, $H\simeq|M|\tau_z$, whose occupied states do not depend on $\mathbf k$. Hence $C=0$.

Near $L_n$ and $k=0$, the two critical states of (18) form a Dirac Hamiltonian with vector $\mathbf d=(-A_2k_y,A_2k_x,m)$. Its direction covers the upper or lower hemisphere according to the sign of $m$, contributing a Berry flux of $\pm\tfrac12$ in units of $2\pi$. All other contributions are continuous through the closing. Reversing $m$ thus changes $C$ by one unit. The sense of winding of $(-k_y,k_x)$ is the same at every closing, while (16) alternates, so

$$
|C|=0,1,0,1,\ldots \tag{19}
$$

in successive windows of width $\pi/q$. This shows the alternation within model (1).

The Chern number must be taken from the whole film. Projection onto the half-space modes $\varphi$ and $R\varphi$ gives the quadratic mass coefficient $B_2\langle\varphi,R\varphi\rangle$, where

$$
\langle\varphi,R\varphi\rangle=\tfrac12N^2e^{-\alpha L}\left[\frac{\sin qL}{q}-L\cos qL\right]. \tag{20}
$$

The film's own pair of states has the coefficient $-B_2\,\partial m/\partial M$, since $B_2k^2$ enters as a shift of $M$. Differentiating (14) gives $B_2[\langle\varphi,R\varphi\rangle-m/M]$ at leading order; the extra term is of the same order as the sine term in (20) and vanishes at the closings. Either form is positive at $L_1$ and negative at $L_2$, so it vanishes between them. A two-band model extended to large $k$ would then change its Chern number inside the window, although (17) shows that the film has no closing there.

## A film with bismuth-selenide-like parameters

Take $M=0.3$ eV, $A_1=0.2$ eV nm, $B_1=0.1$ eV nm², $A_2=0.4$ eV nm and $B_2=0.5$ eV nm². These are rounded, rough values in the regime of Bi₂Se₃, and the results at a given thickness are sensitive to them. With $M=0.28$ eV, $A_1=0.22$ eV nm and $B_1=0.10$ eV nm², the period $\pi/q$ is 2.49 nm, the gap at 3 nm is 43 meV and a 7 nm film is trivial. With $M=0.28$ eV, $A_1=0.226$ eV nm and $B_1=0.0686$ eV nm², the period is 2.69 nm, the gap at 3 nm is 8 meV and a 5 nm film is QSH. We keep the rounded values. Then $4BM=0.12$ exceeds $A^2=0.04$ (both in eV² nm²), and

$$
\alpha=\frac{0.2}{0.2}=1.00\ \mathrm{nm^{-1}},\quad
q=\sqrt{3-1}=1.414\ \mathrm{nm^{-1}},\quad
\frac{4AM}{\sqrt{4BM-A^2}}=\frac{0.24}{\sqrt{0.08}}=0.849\ \mathrm{eV}.
$$

The closings lie at 2.22, 4.44 and 6.66 nm. At 5 nm, equation (14) gives $849\,e^{-5}\sin(7.07)=4.05$ meV, hence a gap of 8.1 meV. Direct solution of the film equation gives:

| $L$ (nm) | $m$ (meV) | leading law (meV) | phase |
|---|---:|---:|---|
| 1 | 754 | 308 | trivial |
| 2 | 37.1 | 35.4 | trivial |
| 3 | −37.9 | −37.7 | QSH |
| 4 | −9.13 | −9.11 | QSH |
| 5 | 4.05 | 4.05 | trivial |
| 6 | 1.70 | 1.70 | trivial |
| 7 | −0.35 | −0.35 | QSH |

The leading law fails at 1 nm, where the tails are not well separated, but its relative error, which oscillates with thickness, is $7\times10^{-5}$ at 5 nm, $2\times10^{-4}$ at 5.5 nm and $1\times10^{-4}$ at 6 nm. The gap is slightly larger at 3 nm than at 2 nm, because a closing lies between them. Comparing thicknesses one period apart removes the sine: from 5 nm to $5\ \mathrm{nm}+\pi/q$, $m$ is multiplied by −0.1084, against $-e^{-\alpha\pi/q}=-0.1085$.

The topological assignment was tested separately. With 28 subbands and an in-plane lattice of spacing 1 nm, the Chern numbers of one mirror sector at 1.11, 3.33, 5.55 and 7.78 nm are 0, 1, 0 and 1. The lattice adds no inversion at the zone boundary, since $4B_2/a^2=2$ eV exceeds $M$.

For contrast, raise $A_1$ to 0.4 eV nm with $M$ and $B_1$ fixed. The decay constants become real, 1 and 3 nm⁻¹. At 6 nm the direct solution gives $m=2.975$ meV and (15) gives 2.974 meV. The sign stays positive at all thicknesses sampled between 0.5 and 8 nm, as (6) requires.

## What a real film changes

Real walls are not infinitely high. Suppose that the mass outside is $+W$ instead, with $A$ and $B$ unchanged. By (5), a zero mode has $f''=-q^2f$ inside and $f''=\kappa_w^2f$ outside, where $\kappa_w^2=\alpha^2+W/B$. Since $\kappa_w>\alpha$, the mode $e^{-\alpha z}f$ decays on both sides. Inside, put $f=\sin(qz+\delta)$. Matching at $z=0$ gives $\tan\delta=q/\kappa_w$, and matching at $z=L$ gives $qL+\delta=n\pi-\delta$. Hence

$$
L_n=\frac{n\pi-2\arctan(q/\kappa_w)}{q}. \tag{21}
$$

For $W=5$ eV, $\kappa_w=7.14$ nm⁻¹, and the closings move to 1.94, 4.17 and 6.39 nm. The shift of 0.28 nm is enough to change $m$ at 2 nm from 37 to −7 meV, and so to change the phase. This $W$ is only illustrative: $W=2$ eV gives −21 meV at 2 nm, and $W=20$ eV gives +12 meV. The period survives, but the phase near a closing depends on the surface.

Particle-hole asymmetry adds $D_1k_z^2+D_2k^2$ to (1). With $D_1=0.02$ eV nm², the closings move outward by about 1%, to 2.24, 4.49 and 6.73 nm. This $D_1$, together with $D_2=0.2$ eV nm² and a linear potential drop of 0.1 eV across the film, reduces the gap at 3 nm from its ideal 75.9 meV to about 68 meV. The band edges then lie near $k=0.06$ nm⁻¹; the 69.3 meV printed below comes from a mesh of spacing 0.04 nm⁻¹ that misses them and is about 1 meV too high. The gap remained open at each quarter step as these terms were turned on together, which supports the same phase there.

Bi₂Se₃ grows in layers roughly 1 nm thick, so a window of 2.2 nm holds about two layers. Measured gaps of two-layer films are roughly 0.2–0.3 eV, well above the model's 74 meV at 2 nm. Reported gaps at three, four and five layers, roughly 0.14, 0.07 and 0.04 eV, also exceed the model's 76, 18 and 8 meV, and even its envelope; the continuum model with hard walls and these parameters is not quantitative at these thicknesses. Atomic relaxation, interactions and the substrate are also omitted. A gap measurement gives $|m|$, not its sign, so it does not by itself identify the phase.

Temperature limits the useful range as well. The gap envelope equals $k_BT=25.9$ meV at 300 K when $L=4.18$ nm. Within these parameters, the first quantum spin Hall window offers a 76 meV gap at 3 nm, whereas the 0.7 meV gap at 7 nm corresponds to only about 8 K. Within the model, a thickness chosen for the quantum spin Hall phase should therefore lie between the first two closings and away from both, by more than the uncertainty in their positions. For an actual film, the closings must first be established with its own surfaces, substrate and atomic structure; the values found here are not a design rule. The numerical output below gives the remaining digits.

## Values computed for the example and the checks

```
M = 0.3 eV, A1 = 0.2 eV nm, B1 = 0.1 eV nm^2
A2 = 0.4 eV nm, B2 = 0.5 eV nm^2
decay rate alpha = 1.0000 1/nm, q = 1.4142 1/nm
prefactor of m(L) = 0.8485 eV
window width pi/q = 2.2214 nm
closing 1: formula 2.2214 nm, numerical 2.2214 nm, slope -131.692 meV/nm
closing 2: formula 4.4429 nm, numerical 4.4429 nm, slope 14.116 meV/nm
closing 3: formula 6.6643 nm, numerical 6.6643 nm, slope -1.531 meV/nm
L (nm) | m numerical (meV) | m leading (meV) | gap (meV) | phase
1 | 753.889 | 308.337 | 1507.778 | trivial
2 | 37.140 | 35.378 | 74.280 | trivial
3 | -37.936 | -37.670 | 75.871 | QSH
4 | -9.134 | -9.110 | 18.269 | QSH
5 | 4.053 | 4.053 | 8.106 | trivial
6 | 1.698 | 1.698 | 3.396 | trivial
7 | -0.354 | -0.354 | 0.707 | QSH
relative error of leading law at 5 nm = 6.70e-05
m(5 nm + pi/q)/m(5 nm) = -0.1084, -exp(-alpha pi/q) = -0.1085
mirror Chern number at L = 1.111 nm: 0
mirror Chern number at L = 3.332 nm: 1
mirror Chern number at L = 5.554 nm: 0
mirror Chern number at L = 7.775 nm: 1
real-decay case A1 = 0.4 eV nm: decay rates 1.000, 3.000 1/nm
  m(6 nm) numerical 2.9753 meV, formula 2.9745 meV
asymmetry D1 = 0.02 eV nm^2, D2 = 0.2 eV nm^2
closings with D1 (nm): 2.2449, 4.4899, 6.7348
gap at 3 nm, ideal = 75.87 meV
gap at 3 nm with D1, D2 and 0.1 eV drop = 69.33 meV
outside mass = 5.0 eV, kappa_w = 7.1414 1/nm
closings with finite outside mass (nm): 1.9450, 4.1664, 6.3878
m(2 nm): hard wall 37.14 meV, finite outside mass -6.80 meV
kT at 300 K = 25.85 meV
gap envelope equals kT at L = 4.18 nm
```
